# Competition between two absorbing spherical traps for diffusing carriers: a program that tests the result

```python
"""Two equal, perfectly absorbing spherical traps in steady diffusion.

Result under test: each trap captures f times its isolated rate, with
    f ~ 1 / (1 + a/d)   for a/d << 1,
a = trap radius, d = centre separation, isolated rate = 4 pi D a c0,
D = diffusion constant, c0 = carrier density far away.
Sharper statements: 1 - e <= f <= (1 + e)/(1 + 2e), and
1/f = 1 + e - e^4 + higher terms, where e = a/d.
The reference values come from solving Laplace's equation numerically.
In the solvers lengths are in units of a and densities in units of c0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import eval_legendre


def depletion_basis(r, x, d, n_terms):
    """Symmetric two-centre harmonics; x = cosine towards the other trap."""
    r2 = np.sqrt(r**2 + d**2 - 2 * d * r * x)
    x2 = (d - r * x) / r2
    return np.array([eval_legendre(n, x) / r**(n + 1)
                     + eval_legendre(n, x2) / r2**(n + 1)
                     for n in range(n_terms)]).T


def solve_pair(d, n_terms=24):
    """Return f from the surface flux, and the flux density at both poles."""
    x, weight = np.polynomial.legendre.leggauss(60)
    matrix = depletion_basis(1.0, x, d, n_terms)
    coef = np.linalg.lstsq(matrix, np.ones(len(x)), rcond=None)[0]
    x_check = np.linspace(-1, 1, 301)
    residual = depletion_basis(1.0, x_check, d, n_terms) @ coef - 1
    assert np.max(np.abs(residual)) < 1e-7

    def flux_density(cosines):
        h = 1e-4
        outer = depletion_basis(1 + h, cosines, d, n_terms) @ coef
        inner = depletion_basis(1 - h, cosines, d, n_terms) @ coef
        return -(outer - inner) / (2 * h)

    surface_rate = 0.5 * np.sum(weight * flux_density(x))
    # Gauss's law: the monopole coefficient must equal the integrated flux
    assert abs(surface_rate - coef[0]) < 1e-6
    facing, far = flux_density(np.array([1.0, -1.0])) / coef[0]
    return coef[0], facing, far


def sphere_points(n):
    i = np.arange(n) + 0.5
    z = 1 - 2 * i / n
    phi = np.pi * (1 + 5**0.5) * i
    rho = np.sqrt(1 - z**2)
    return np.column_stack([rho * np.cos(phi), rho * np.sin(phi), z])


def solve_many(centres):
    """Rates of several unit traps from point sources placed inside them."""
    centres = np.array(centres, float)
    n_source = 60
    sources = np.vstack([c + 0.5 * sphere_points(n_source) for c in centres])
    surface = np.vstack([c + sphere_points(200) for c in centres])
    dist = np.linalg.norm(surface[:, None] - sources[None], axis=2)
    q = np.linalg.lstsq(1 / dist, np.ones(len(surface)), rcond=None)[0]
    return q.reshape(len(centres), n_source).sum(axis=1)


# ---- pair of traps: numerical solution against the derived statements ----
table = []
for d in (3.0, 4.0, 6.0, 8.0, 12.0, 20.0, 40.0):
    e = 1 / d
    f, facing, far = solve_pair(d)
    assert 1 - e < f < (1 + e) / (1 + 2 * e)
    assert 0.5 < f < 1          # pair beats one trap, loses to two
    assert facing < 1 < far     # the facing side absorbs less
    if d >= 8:
        # next terms in 1/f are of relative order e^2 and e^3
        assert abs((1 + e - 1 / f) / e**4 - 1) < 3 * e**2
        # next term in the flux pattern is of order e^3
        assert abs(facing - (1 - 3 * e**2)) < 8 * e**3
        assert abs(far - (1 + 3 * e**2)) < 8 * e**3
    table.append((d, f, 1 / (1 + e), 1 - e, (1 + e) / (1 + 2 * e)))

f_sources = solve_many([[0, 0, 0], [8, 0, 0]])
assert np.max(np.abs(f_sources - solve_pair(8.0)[0])) < 1e-4

# ---- reflecting wall: a pair and its mirror images form a rectangle ----
def wall_sum(d, h):
    return 1 + 1 / d + 1 / (2 * h) + 1 / np.hypot(d, 2 * h)


f_wall = solve_many([[0, 0, 0], [8, 0, 0], [0, 10, 0], [8, 10, 0]])
assert np.max(np.abs(1 / f_wall - wall_sum(8.0, 5.0))) < 2e-3

# ---- start-up transient of one trap ----
r, t, a_s, D_s = sp.symbols("r t a D", positive=True)
c_t = 1 - a_s / r * sp.erfc((r - a_s) / (2 * sp.sqrt(D_s * t)))
pde = sp.diff(c_t, t) - D_s * sp.diff(r**2 * sp.diff(c_t, r), r) / r**2
assert sp.simplify(pde) == 0
relative_rate = a_s * sp.diff(c_t, r).subs(r, a_s)
assert sp.simplify(relative_rate - 1 - a_s / sp.sqrt(sp.pi * D_s * t)) == 0


# ---- capture in a radial potential U/kT, with s = a/r ----
def potential_rate(u, s_max=1.0):
    return 1 / quad(lambda s: np.exp(u(s)), 0, s_max, epsabs=1e-11)[0]


def potential_rate_grid(u, s_max, n=4000):
    """Finite-volume solution of the steady drift-diffusion equation."""
    h = s_max / n
    slope = np.diff(u(np.linspace(0, s_max, n + 1))) / h
    p, m = 1 / h + slope / 2, -1 / h + slope / 2
    band = np.zeros((3, n - 1))
    band[0, 1:] = p[1:-1]
    band[1] = m[1:] - p[:-1]
    band[2, :-1] = -m[1:-1]
    rhs = np.zeros(n - 1)
    rhs[0] = m[0]               # density is one at infinity, s = 0
    c = solve_banded((1, 1), band, rhs)
    return -(p[0] * c[0] + m[0])


# ---- example: neutral W nanocrystals in a thick silicon nitride film ----
radius_nm, separation_nm = 2.5, 20.0
temperature, mobility, density = 300.0, 0.1, 1e14   # K, cm2/Vs, cm^-3
permittivity, mass_ratio, well_eV = 7.5, 0.5, 2.5
hop_nm, shallow_eV, program_MV_cm = 0.5, 1.0, 5.0
far_wall_nm, near_wall_nm = 200.0, 5.0

kT_eV = const.k * temperature / const.e
D = mobility * kT_eV                               # cm2/s
a_cm, d_cm = radius_nm * 1e-7, separation_nm * 1e-7
eps = permittivity * const.epsilon_0
coulomb_nm = const.e / (4 * np.pi * eps * kT_eV) * 1e9
ratio = radius_nm / separation_nm
f_num, facing, far = solve_pair(1 / ratio)
f_est = 1 / (1 + ratio)
k_alone = 4 * np.pi * D * a_cm * density

x_charge = coulomb_nm / radius_nm


def image_u(s):
    return -0.5 * x_charge * s**4 / (1 - s**2)


def coulomb_u(s):
    return x_charge * s


# image energy against the sum over induced multipoles of a neutral sphere
s_test = 0.7
multipoles = sum(s_test**(2 * l + 2) for l in range(1, 200))
assert abs(image_u(s_test) + 0.5 * x_charge * multipoles) < 1e-10
for u, s_max in ((image_u, 0.9), (coulomb_u, 1.0)):
    assert abs(potential_rate_grid(u, s_max) / potential_rate(u, s_max) - 1) < 1e-3
charged_factor = x_charge / np.expm1(x_charge)
assert abs(charged_factor / potential_rate_grid(coulomb_u, 1.0) - 1) < 1e-3

# the image potential tends to minus infinity at contact, so stop just short
image_factor = potential_rate(image_u, 1 - 1e-9)
f_image = 1 / (1 + image_factor * ratio)
t_one_percent = a_cm**2 / (np.pi * D * 0.01**2)
m_eff = mass_ratio * const.m_e
tunnel_nm = const.hbar / (2 * np.sqrt(2 * m_eff * shallow_eV * const.e)) * 1e9
Nc = 2 * (m_eff * const.k * temperature
          / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
debye_nm = np.sqrt(eps * kT_eV / (const.e * density * 1e6)) * 1e9
f_far_wall = 1 / wall_sum(1 / ratio, far_wall_nm / radius_nm)
f_near_wall = 1 / wall_sum(1 / ratio, near_wall_nm / radius_nm)

print("d/a | f numerical | 1/(1+a/d) | lower | upper bound")
for row in table:
    print("%4.0f | %.6f | %.6f | %.4f | %.4f" % row)
print("EXAMPLE INPUTS (rough or chosen)")
print(f"radius a = {radius_nm} nm, separation d = {separation_nm} nm")
print(f"temperature = {temperature:.0f} K, mobility = {mobility} cm2/Vs")
print(f"far carrier density = {density:.1e} cm^-3")
print(f"relative permittivity = {permittivity}, mass = {mass_ratio} m_e")
print(f"W well depth = {well_eV} eV, hop length = {hop_nm} nm")
print(f"shallow-state depth = {shallow_eV} eV")
print("EXAMPLE RESULTS")
print(f"kT = {kT_eV:.5f} eV, D = {D:.3e} cm2/s")
print(f"a/d = {ratio:.4f}")
print(f"f estimate = {f_est:.5f}, f numerical = {f_num:.5f}")
print(f"(a/d)^4 = {ratio**4:.3e}, 1+a/d-1/f = {1+ratio-1/f_num:.3e}")
print(f"flux density / mean: facing {facing:.4f}, far side {far:.4f}")
print(f"dipole estimate: {1-3*ratio**2:.4f}, {1+3*ratio**2:.4f}")
print(f"isolated rate = {k_alone:.4e} 1/s")
print(f"each rate in pair, estimate = {k_alone*f_est:.4e} 1/s")
print(f"each rate in pair, numerical = {k_alone*f_num:.4e} 1/s")
print(f"pair total, numerical = {2*k_alone*f_num:.4e} 1/s")
print(f"mean wait for first capture by pair = {1e6/(2*k_alone*f_num):.3f} us")
print("NEGLECTED EFFECTS")
print(f"image force: effective radius / a = {image_factor:.3f}")
print(f"f estimate with that radius = {f_image:.4f}")
print(f"length where Coulomb energy = kT: {coulomb_nm:.2f} nm")
print(f"rate factor of singly charged dot, no image = {charged_factor:.3f}")
print(f"charged neighbour: energy at d / kT = {coulomb_nm/separation_nm:.3f}")
print(f"field giving kT over d = {kT_eV/d_cm*1e-6:.4f} MV/cm")
print(f"drift energy over a / kT at {program_MV_cm} MV/cm = "
      f"{program_MV_cm*1e6*a_cm/kT_eV:.1f}")
print(f"diffusion time d^2/D = {d_cm**2/D*1e9:.2f} ns")
print(f"one-trap transient excess is 1% at {t_one_percent*1e9:.1f} ns")
print(f"f with reflecting wall at {far_wall_nm:.0f} nm = {f_far_wall:.4f}")
print(f"f with reflecting wall at {near_wall_nm:.0f} nm = {f_near_wall:.3f}")
print(f"hop length / a = {hop_nm/radius_nm:.2f}")
print(f"tunnelling range / a = {tunnel_nm/radius_nm:.3f}")
print(f"thermal escape factor exp(-depth/kT) = {np.exp(-well_eV/kT_eV):.1e}")
print(f"density / band density of states = {density/Nc:.1e}")
print(f"Debye length = {debye_nm:.0f} nm")
print("every check passed")
```

It prints:

```
d/a | f numerical | 1/(1+a/d) | lower | upper bound
   3 | 0.757204 | 0.750000 | 0.6667 | 0.8000
   4 | 0.802583 | 0.800000 | 0.7500 | 0.8333
   6 | 0.857721 | 0.857143 | 0.8333 | 0.8750
   8 | 0.889084 | 0.888889 | 0.8750 | 0.9000
  12 | 0.923118 | 0.923077 | 0.9167 | 0.9286
  20 | 0.952387 | 0.952381 | 0.9500 | 0.9545
  40 | 0.975610 | 0.975610 | 0.9750 | 0.9762
EXAMPLE INPUTS (rough or chosen)
radius a = 2.5 nm, separation d = 20.0 nm
temperature = 300 K, mobility = 0.1 cm2/Vs
far carrier density = 1.0e+14 cm^-3
relative permittivity = 7.5, mass = 0.5 m_e
W well depth = 2.5 eV, hop length = 0.5 nm
shallow-state depth = 1.0 eV
EXAMPLE RESULTS
kT = 0.02585 eV, D = 2.585e-03 cm2/s
a/d = 0.1250
f estimate = 0.88889, f numerical = 0.88908
(a/d)^4 = 2.441e-04, 1+a/d-1/f = 2.470e-04
flux density / mean: facing 0.9416, far side 1.0384
dipole estimate: 0.9531, 1.0469
isolated rate = 8.1216e+05 1/s
each rate in pair, estimate = 7.2192e+05 1/s
each rate in pair, numerical = 7.2208e+05 1/s
pair total, numerical = 1.4442e+06 1/s
mean wait for first capture by pair = 0.692 us
NEGLECTED EFFECTS
image force: effective radius / a = 1.481
f estimate with that radius = 0.8438
length where Coulomb energy = kT: 7.43 nm
rate factor of singly charged dot, no image = 0.161
charged neighbour: energy at d / kT = 0.371
field giving kT over d = 0.0129 MV/cm
drift energy over a / kT at 5.0 MV/cm = 48.4
diffusion time d^2/D = 1.55 ns
one-trap transient excess is 1% at 77.0 ns
f with reflecting wall at 200 nm = 0.8791
f with reflecting wall at 5 nm = 0.673
hop length / a = 0.20
tunnelling range / a = 0.055
thermal escape factor exp(-depth/kT) = 1.0e-42
density / band density of states = 1.1e-05
Debye length = 327 nm
every check passed
```
